# Forces and force constants from partial cores moving with their nuclei: a program that tests the result

```python
"""Forces and force constants with partial core densities moving with nuclei.

Result under test: with E_xc evaluated at n = n_valence + n_core,
  core force on a       = -integral v_xc d_a n_core
  core force constants  =  integral v_xc d_a d_b n_core
                         + integral d_a n_core f_xc d_b n_core
                         + integral d_a n_core f_xc (dn_valence/dR_b),
where d_a differentiates with respect to nuclear coordinate a, and v_xc, f_xc
are first and second functional derivatives at the TOTAL density.
The core also drives the valence response through f_xc d_b n_core.
Model: four electrons on a line, two ions A and B, hartree atomic units.
Reference values are differences of separately converged total energies.
"""
from functools import lru_cache
import numpy as np
from scipy.linalg import eigh
from scipy import constants as const

# Uniform grid and spectral derivative
points, h = 181, 0.2
x = (np.arange(points) - points // 2) * h
wave = 2 * np.pi * np.fft.fftfreq(points, h)
D = np.fft.ifft(1j * wave[:, None] * np.fft.fft(np.eye(points), axis=0),
                axis=0).real
D = (D - D.T) / 2
kinetic = -0.5 * D @ D
hartree_kernel = h / np.sqrt((x[:, None] - x[None, :])**2 + 1.0)

# Chosen model parameters, ordered A, B
ion_charge = np.array([3.0, 1.0])
core_charge = np.array([1.0, 0.5])
core_width = np.array([0.5, 0.6])
projector_strength = np.array([0.5, 0.3])
projector_width = 0.8
xc_a, xc_b, xc_c = 0.5, 0.5, 0.02
X_ref = np.array([-1.25, 1.25])
occupied = 2


def gaussian(u, width, charge):
    """Normalized Gaussian on a line and its first two derivatives."""
    g = charge * np.exp(-u**2 / (2 * width**2)) / (width * np.sqrt(2*np.pi))
    return g, -u / width**2 * g, (u**2 / width**4 - 1 / width**2) * g


def ions(X):
    """Ionic operators, core densities, ion repulsion and their derivatives."""
    V = np.zeros((points, points))
    core = np.zeros(points)
    dV, ddV, dcore, ddcore = [], [], [], []
    for a in range(2):
        u = x - X[a]
        r = np.sqrt(u**2 + 1.0)
        Z = ion_charge[a]
        p0, p1, p2 = gaussian(u, projector_width, 1.0)
        s = projector_strength[a] * h
        V += np.diag(-Z / r) + s * np.outer(p0, p0)
        dV.append(np.diag(-Z * u / r**3)
                  - s * (np.outer(p1, p0) + np.outer(p0, p1)))
        ddV.append(np.diag(Z * (1 / r**3 - 3 * u**2 / r**5))
                   + s * (np.outer(p2, p0) + 2 * np.outer(p1, p1)
                          + np.outer(p0, p2)))
        c0, c1, c2 = gaussian(u, core_width[a], core_charge[a])
        core += c0
        dcore.append(-c1)
        ddcore.append(c2)
    R = X[1] - X[0]
    r = np.sqrt(R**2 + 1.0)
    zz = ion_charge.prod()
    slope = -zz * R / r**3
    curve = zz * (3 * R**2 / r**5 - 1 / r**3)
    return dict(V=V, dV=dV, ddV=ddV, core=core, dcore=dcore, ddcore=ddcore,
                E=zz / r, dE=np.array([-slope, slope]),
                ddE=curve * np.array([[1.0, -1.0], [-1.0, 1.0]]))


def xc(n):
    """Energy, potential and kernel operator of the smooth model functional:
    energy per length = -(a n^2 + c (dn/dx)^2) / (1 + b n)."""
    p = D @ n
    q = 1 + xc_b * n
    energy = h * np.sum(-(xc_a * n**2 + xc_c * p**2) / q)
    e_n = -xc_a * (2 * n + xc_b * n**2) / q**2 + xc_c * xc_b * p**2 / q**2
    e_p = -2 * xc_c * p / q
    e_nn = -2 * xc_a / q**3 - 2 * xc_c * xc_b**2 * p**2 / q**3
    e_np = 2 * xc_c * xc_b * p / q**2
    e_pp = -2 * xc_c / q
    potential = e_n + D.T @ e_p
    kernel = (np.diag(e_nn) + e_np[:, None] * D + D.T * e_np[None, :]
              + D.T @ (e_pp[:, None] * D))
    return energy, potential, kernel


def pair_data(eps, orb):
    """Occupied-empty orbital products and inverse energy differences."""
    occ, emp = orb[:, :occupied], orb[:, occupied:]
    products = (occ[:, :, None] * emp[:, None, :]).reshape(points, -1)
    inverse = 1 / (eps[:occupied, None] - eps[None, occupied:])
    return products, inverse


start = {"n": gaussian(x - X_ref[0], 1.0, 3.0)[0]
         + gaussian(x - X_ref[1], 1.0, 1.0)[0]}


@lru_cache(maxsize=None)
def solve(xa, xb):
    """Self-consistent ground state at nuclear positions xa, xb."""
    ion = ions(np.array([xa, xb]))
    n = start["n"].copy()
    for _ in range(400):
        _, v, K = xc(n + ion["core"])
        H = kinetic + ion["V"] + np.diag(hartree_kernel @ n + v)
        eps, orb = eigh((H + H.T) / 2)
        n_out = 2 * np.sum(orb[:, :occupied]**2, axis=1) / h
        residual = n_out - n
        size = np.max(np.abs(residual))
        if size < 1e-10:
            break
        if size < 0.1:
            M, inv = pair_data(eps, orb)
            chi = 4 / h * (M * inv.ravel()) @ M.T
            n = n + np.linalg.solve(
                np.eye(points) - chi @ (hartree_kernel + K), residual)
        else:
            n = n + 0.3 * residual
    assert size < 1e-10, "self-consistency not reached"
    n = n_out
    gamma = 2 * orb[:, :occupied] @ orb[:, :occupied].T
    exc, v, K = xc(n + ion["core"])
    energy = (np.sum(gamma * (kinetic + ion["V"]))
              + 0.5 * h * n @ hartree_kernel @ n + exc + ion["E"])
    return dict(energy=energy, n=n, gamma=gamma, eps=eps, orb=orb,
                v=v, K=K, ion=ion)


def core_force(s, v):
    return np.array([-h * v @ s["ion"]["dcore"][a] for a in range(2)])


def force_constants(s, v_core, K_core):
    """All contributions; v_core and K_core are used in the core terms."""
    ion = s["ion"]
    M, inv = pair_data(s["eps"], s["orb"])
    occ, emp = s["orb"][:, :occupied], s["orb"][:, occupied:]
    chi = 4 / h * (M * inv.ravel()) @ M.T
    screen = hartree_kernel + s["K"]
    names = ["ion repulsion", "ionic second deriv.", "core v_xc",
             "core-core f_xc", "ionic response", "core f_xc response"]
    terms = {name: np.zeros((2, 2)) for name in names}
    terms["ion repulsion"] = ion["ddE"]
    responses = []
    for b in range(2):
        bare = ion["dV"][b] + np.diag(K_core @ ion["dcore"][b])
        dn_bare = 4 / h * M @ ((occ.T @ bare @ emp) * inv).ravel()
        dn = np.linalg.solve(np.eye(points) - chi @ screen, dn_bare)
        full = bare + np.diag(screen @ dn)
        mixed_part = occ @ ((occ.T @ full @ emp) * inv) @ emp.T
        dgamma = 2 * (mixed_part + mixed_part.T)
        responses.append(dn)
        terms["ionic second deriv."][b, b] = np.sum(s["gamma"]*ion["ddV"][b])
        terms["core v_xc"][b, b] = h * v_core @ ion["ddcore"][b]
        for a in range(2):
            k_core = K_core @ ion["dcore"][a]
            terms["core-core f_xc"][a, b] = h * k_core @ ion["dcore"][b]
            terms["ionic response"][a, b] = np.sum(ion["dV"][a] * dgamma)
            terms["core f_xc response"][a, b] = h * k_core @ dn
    return terms, sum(terms.values()), responses


def first(f, d):
    return (8 * (f(d) - f(-d)) - (f(2*d) - f(-2*d))) / (12 * d)


def second(f, d):
    return (-f(2*d) + 16*f(d) - 30*f(0.0) + 16*f(-d) - f(-2*d)) / (12 * d**2)


def mixed(f, d):
    def m(t):
        return (f(t, t) - f(t, -t) - f(-t, t) + f(-t, -t)) / (4 * t**2)
    return (4 * m(d) - m(2*d)) / 3


# Reference state and analytic derivatives
ref = solve(*X_ref)
start["n"] = ref["n"].copy()
ion = ref["ion"]
F_core = core_force(ref, ref["v"])
F_ionic = np.array([-np.sum(ref["gamma"] * ion["dV"][a]) for a in range(2)])
F_ion = -ion["dE"]
F_total = F_core + F_ionic + F_ion
terms, C, dn = force_constants(ref, ref["v"], ref["K"])

# Differences of independently converged energies and densities
step = 0.02


def displaced(ta, tb):
    return solve(X_ref[0] + ta, X_ref[1] + tb)


def energy(ta, tb):
    return displaced(ta, tb)["energy"]


F_num = -np.array([first(lambda t: energy(t, 0.0), step),
                   first(lambda t: energy(0.0, t), step)])
C_num = np.zeros((2, 2))
C_num[0, 0] = second(lambda t: energy(t, 0.0), step)
C_num[1, 1] = second(lambda t: energy(0.0, t), step)
C_num[0, 1] = C_num[1, 0] = mixed(energy, step)
dn_num = [first(lambda t: displaced(t, 0.0)["n"], step),
          first(lambda t: displaced(0.0, t)["n"], step)]
assert np.max(np.abs(F_total - F_num)) < 1e-6
assert np.max(np.abs(C - C_num)) < 1e-5
dn_error = max(np.max(np.abs(dn[b] - dn_num[b])) for b in range(2))
assert dn_error < 1e-5

# The kernel is the derivative of the potential, and the potential of E_xc
total_density = ref["n"] + ion["core"]
trial = gaussian(x - 0.4, 0.9, 1.0)[0]
slope_E = first(lambda t: xc(total_density + t * trial)[0], 1e-3)
slope_v = first(lambda t: xc(total_density + t * trial)[1], 1e-3)
assert abs(slope_E - h * ref["v"] @ trial) < 1e-8
assert np.max(np.abs(slope_v - ref["K"] @ trial)) < 1e-7

# Partial integration, translation and symmetry
for a in range(2):
    n_a = gaussian(x - X_ref[a], core_width[a], core_charge[a])[0]
    assert abs(F_core[a] + h * n_a @ (D @ ref["v"])) < 1e-7
F_omit = F_total - F_core
valence_integral = h * ref["v"] @ (D @ ref["n"])
assert abs(F_total.sum()) < 1e-5
assert abs(F_omit.sum() - valence_integral) < 1e-5
assert np.max(np.abs(C - C.T)) < 1e-8
assert np.max(np.abs(C.sum(axis=1))) < 1e-5

# Omitted core derivatives, or core derivatives at the valence density only
_, C_omit, _ = force_constants(ref, 0 * ref["v"], 0 * ref["K"])
_, v_val, K_val = xc(ref["n"])
F_val = F_omit + core_force(ref, v_val)
_, C_val, _ = force_constants(ref, v_val, K_val)
for wrong_F, wrong_C in ((F_omit, C_omit), (F_val, C_val)):
    assert np.max(np.abs(wrong_F - F_num)) > 1e-4
    assert np.max(np.abs(wrong_C - C_num)) > 1e-4

# An isolated core has no force and no force constant
lone = gaussian(x - X_ref[0], core_width[0], core_charge[0])[0]
_, v_lone, K_lone = xc(lone)
lone_v = h * v_lone @ ion["ddcore"][0]
lone_f = h * ion["dcore"][0] @ K_lone @ ion["dcore"][0]
assert abs(h * v_lone @ ion["dcore"][0]) < 1e-8
assert abs(lone_v + lone_f) < 1e-7 and abs(lone_v) > 1e-3

# Three dimensions: Slater exchange, frozen valence density, two cores
axis = np.linspace(-6.0, 6.0, 49)
volume = (axis[1] - axis[0])**3
grid = np.array(np.meshgrid(axis, axis, axis, indexing="ij"))
slater = 0.75 * (3 / np.pi)**(1 / 3)
core3_width = 0.5


def blob(center, width, charge):
    u = grid - np.asarray(center)[:, None, None, None]
    norm = charge / (width * np.sqrt(2 * np.pi))**3
    return norm * np.exp(-np.sum(u**2, axis=0) / (2 * width**2)), u


valence3 = blob([0.3, -0.2, 0.1], 1.3, 4.0)[0]
center_A, center_B = np.zeros(3), np.array([1.0, 0.7, 0.4])
ex, ey = np.eye(3)[0], np.eye(3)[1]


def exchange3(shift_A, shift_B):
    n = (valence3 + blob(center_A + shift_A, core3_width, 1.0)[0]
         + blob(center_B + shift_B, core3_width, 1.0)[0])
    return -slater * volume * np.sum(n**(4 / 3))


nA, uA = blob(center_A, core3_width, 1.0)
nB, uB = blob(center_B, core3_width, 1.0)
n3 = valence3 + nA + nB
v3 = -4 / 3 * slater * n3**(1 / 3)
f3 = -4 / 9 * slater * n3**(-2 / 3)
w2 = core3_width**2
force3 = -volume * np.sum(v3 * uA[0] / w2 * nA)
same3 = volume * np.sum(v3 * uA[0] * uA[1] / w2**2 * nA
                        + f3 * uA[0] * uA[1] / w2**2 * nA**2)
cross3 = volume * np.sum(f3 * uA[0] * uB[1] / w2**2 * nA * nB)
zero = np.zeros(3)
force3_num = -first(lambda t: exchange3(t * ex, zero), step)
same3_num = mixed(lambda s, t: exchange3(s * ex + t * ey, zero), step)
cross3_num = mixed(lambda s, t: exchange3(s * ex, t * ey), step)
assert abs(force3 - force3_num) < 1e-6
assert abs(same3 - same3_num) < 1e-5
assert abs(cross3 - cross3_num) < 1e-5

# Printed worked example
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]


def row(label, matrix):
    print(f"{label:22s} {matrix[0,0]:11.6f} {matrix[0,1]:11.6f}"
          f" {matrix[1,1]:11.6f}")


print("Model on a line; values ordered A, B")
print("positions (bohr):", X_ref, " grid spacing (bohr):", h)
print("box length (bohr):", round(points * h, 3), " points:", points)
print("ionic charges (e):", ion_charge, " softening (bohr): 1.0")
print("core electrons:", core_charge, " core widths (bohr):", core_width)
print("projector strengths (a.u.):", projector_strength,
      " width (bohr):", projector_width)
print("xc parameters a, b, c (a.u.):", xc_a, xc_b, xc_c)
print(f"total energy (hartree): {ref['energy']:.8f}")
print("lowest three levels (hartree):", np.round(ref["eps"][:3], 6))
print("Forces on A, B (hartree/bohr)")
for label, value in (("ion repulsion", F_ion), ("ionic potential", F_ionic),
                     ("partial core", F_core), ("total formula", F_total),
                     ("energy differences", F_num),
                     ("core term omitted", F_omit),
                     ("core v_xc at n_v", F_val)):
    print(f"{label:22s} {value[0]:11.6f} {value[1]:11.6f}")
print(f"net force, core omitted (hartree/bohr): {F_omit.sum():.6f}")
print(f"integral v_xc dn_v/dx (hartree/bohr): {valence_integral:.6f}")
print(f"net force, complete (hartree/bohr): {F_total.sum():.1e}")
print("Force constants AA, AB, BB (hartree/bohr^2)")
for label, matrix in terms.items():
    row(label, matrix)
row("total formula", C)
row("energy differences", C_num)
row("core terms omitted", C_omit)
row("core terms at n_v", C_val)
print(f"largest row sum of C (hartree/bohr^2): "
      f"{np.max(np.abs(C.sum(axis=1))):.1e}")
print(f"largest density-response error (bohr^-2): {dn_error:.1e}")
print(f"isolated core A, v_xc term (hartree/bohr^2): {lone_v:.6f}")
print(f"isolated core A, f_xc term (hartree/bohr^2): {lone_f:.6f}")
print(f"total force on A (nN): {F_total[0] * hartree / bohr * 1e9:.4f}")
print(f"force constant AA (N/m): {C[0,0] * hartree / bohr**2:.3f}")
print("3D Slater test, frozen valence: formula, energy difference")
print(f"force A,x (hartree/bohr): {force3:.7f} {force3_num:.7f}")
print(f"constant Ax,Ay (hartree/bohr^2): {same3:.7f} {same3_num:.7f}")
print(f"constant Ax,By (hartree/bohr^2): {cross3:.7f} {cross3_num:.7f}")
print("OK")
```

Printed output:

```
Model on a line; values ordered A, B
positions (bohr): [-1.25  1.25]  grid spacing (bohr): 0.2
box length (bohr): 36.2  points: 181
ionic charges (e): [3. 1.]  softening (bohr): 1.0
core electrons: [1.  0.5]  core widths (bohr): [0.5 0.6]
projector strengths (a.u.): [0.5 0.3]  width (bohr): 0.8
xc parameters a, b, c (a.u.): 0.5 0.5 0.02
total energy (hartree): -4.84799542
lowest three levels (hartree): [-0.70221  -0.105644  0.008271]
Forces on A, B (hartree/bohr)
ion repulsion            -0.384197    0.384197
ionic potential           0.412381   -0.337362
partial core             -0.035144   -0.039876
total formula            -0.006959    0.006959
energy differences       -0.006959    0.006959
core term omitted         0.028184    0.046836
core v_xc at n_v         -0.020197    0.001529
net force, core omitted (hartree/bohr): 0.075020
integral v_xc dn_v/dx (hartree/bohr): 0.075020
net force, complete (hartree/bohr): 9.6e-11
Force constants AA, AB, BB (hartree/bohr^2)
ion repulsion             0.243767   -0.243767    0.243767
ionic second deriv.       1.518378    0.000000    0.117106
core v_xc                 0.781830    0.000000    0.173147
core-core f_xc           -0.412274    0.003357   -0.086700
ionic response           -1.630263    0.111885   -0.219378
core f_xc response       -0.376326    0.003413   -0.102830
total formula             0.125112   -0.125112    0.125112
energy differences        0.125112   -0.125112    0.125112
core terms omitted        0.396700   -0.152258    0.208945
core terms at n_v        -0.565580   -0.121612    0.004109
largest row sum of C (hartree/bohr^2): 3.6e-10
largest density-response error (bohr^-2): 5.3e-07
isolated core A, v_xc term (hartree/bohr^2): 0.861413
isolated core A, f_xc term (hartree/bohr^2): -0.861413
total force on A (nN): -0.5734
force constant AA (N/m): 194.786
3D Slater test, frozen valence: formula, energy difference
force A,x (hartree/bohr): 0.0725383 0.0725383
constant Ax,Ay (hartree/bohr^2): -0.0684531 -0.0684531
constant Ax,By (hartree/bohr^2): 0.0648960 0.0648960
OK
```
